# Unstable steady thickness and runaway growth of a fluorocarbon film

A calculation of etching through a deposited film needs the film thickness, and there are two ways to supply it. One can set the growth rate to zero and solve for the thickness, or one can integrate the growth rate in time from a known initial film. If ion removal is attenuated exponentially by the film while deposition is constant, the second way must be taken. When deposition is slower than removal from a bare surface, the balance does have a positive steady thickness, but the film moves away from it: the root separates films that clear from films that grow without limit. Below, this is proved, the runaway condition is derived, and the model is compared with one in which a steady film is stable.

## Assumptions

Lengths are in nm and times in s, since atomic units are unnatural for film growth.

1. The film is uniform and continuous, and one thickness $h(t)\ge 0$ describes it.
2. Deposition adds thickness at a constant rate $D>0$.
3. Removal is driven by ions that reach the interface between film and substrate. Each layer $dz$ of film stops a fraction $dz/\lambda$ of the ions entering it, so the flux $J$ obeys $dJ/dz=-J/\lambda$ and falls as $e^{-z/\lambda}$. The removal rate is therefore $R_0e^{-h/\lambda}$, where $R_0>0$ is its value on a bare surface and $\lambda$ is the attenuation length.
4. $R_0$ and $\lambda$ are constant in time.

For $h>0$ the balance is

$$\frac{dh}{dt}=D-R_0e^{-h/\lambda}. \qquad (1)$$

A bare surface has no film to lose, so at $h=0$ the rate is $\max(D-R_0,\,0)$.

## Theorem 1

Write $\rho=R_0/D$, $u_0=e^{h_0/\lambda}$ and $h_0=h(0)$.

**(a)** A positive steady thickness exists if and only if $D<R_0$. It is

$$h^*=\lambda\ln\frac{R_0}{D}, \qquad (2)$$

and it is unstable.

**(b)** A film with $h_0>0$ grows without limit if and only if

$$D>R_0e^{-h_0/\lambda}. \qquad (3)$$

With the opposite strict inequality it clears in a finite time. A bare surface is buried if and only if $D>R_0$.

**(c)** As long as the film has not cleared,

$$h(t)=\lambda\ln\left[\rho+(u_0-\rho)e^{Dt/\lambda}\right]. \qquad (4)$$

The proof uses two lemmas, both stated more generally than needed here so that they also serve the second model.

## Lemma 1: the slope of the removal rate decides stability

Let $dh/dt=D-R(h)$ with $R$ smooth, and let $R(h_s)=D$ at some $h_s>0$. If $R'(h_s)>0$ the steady state is stable; if $R'(h_s)<0$ it is unstable.

*Proof.* Put $h=h_s+\delta$ and expand to first order:

$$\frac{d\delta}{dt}=D-R(h_s)-R'(h_s)\,\delta+O(\delta^2)=-R'(h_s)\,\delta+O(\delta^2).$$

The constant terms cancel because $h_s$ is steady. For small $\delta$ the linear term fixes the sign of the rate. A positive slope makes the deviation shrink, and a negative slope makes it grow. ∎

In physical terms, a film that becomes slightly too thick must be removed faster if it is to return. Attenuated removal does the reverse: the thicker film protects itself.

## Lemma 2: an exponential variable makes the balance linear

Let $dh/dt=G+Be^{-h/\lambda}$ with constants $G$ and $B$, and let $u=e^{h/\lambda}$. Then

$$\frac{du}{dt}=\frac{Gu+B}{\lambda}, \qquad (5)$$

with the solutions

$$u(t)=-\frac{B}{G}+\left(u_0+\frac{B}{G}\right)e^{Gt/\lambda}\quad(G\ne0),\qquad u(t)=u_0+\frac{Bt}{\lambda}\quad(G=0). \qquad (6)$$

*Proof.* By the chain rule, and since $e^{-h/\lambda}=1/u$,

$$\frac{du}{dt}=\frac{u}{\lambda}\frac{dh}{dt}=\frac{u}{\lambda}\left(G+\frac{B}{u}\right)=\frac{Gu+B}{\lambda}.$$

For $G\neq0$ define $w=u+B/G$. The added term is constant, so $dw/dt=du/dt=(G/\lambda)(u+B/G)=(G/\lambda)w$, and $w(t)=w(0)e^{Gt/\lambda}$. Returning to $u$ gives the first solution. For $G=0$ the right side of (5) is the constant $B/\lambda$, which integrates to the second. ∎

## Proof of Theorem 1

**Part (a).** Setting (1) to zero gives $e^{-h/\lambda}=D/R_0$, hence (2). The logarithm is positive exactly when $R_0>D$. The removal rate $R(h)=R_0e^{-h/\lambda}$ has the slope

$$R'(h^*)=-\frac{R_0}{\lambda}e^{-h^*/\lambda}=-\frac{D}{\lambda}<0,$$

where the second equality uses the steady condition. By Lemma 1 the steady state is unstable, and a small deviation obeys $d\delta/dt=+(D/\lambda)\delta$.

**Part (c).** Equation (1) is the case $G=D$, $B=-R_0$ of Lemma 2. Then $-B/G=\rho$, and (6) becomes $u=\rho+(u_0-\rho)e^{Dt/\lambda}$. Taking $\lambda\ln u$ gives (4).

**Part (b).** The sign of $u_0-\rho$ separates the cases.

If $u_0>\rho$, then $u$ increases without bound, and so does $h$. The condition $e^{h_0/\lambda}>R_0/D$ is (3) after multiplication by the positive quantity $De^{-h_0/\lambda}$.

If $u_0=\rho$, the film stays at its initial thickness, but by part (a) it does not survive a disturbance.

If $u_0<\rho$, then $u$ decreases and reaches $u=1$, which is $h=0$, at the time $t_c$ given by $1=\rho-(\rho-u_0)e^{Dt_c/\lambda}$. Solving for the exponential and taking the logarithm,

$$t_c=\frac{\lambda}{D}\ln\frac{\rho-1}{\rho-u_0}. \qquad (7)$$

Here $\rho>u_0>1$, so the argument exceeds one and $t_c$ is positive and finite. Also $D<R_0$, so the surface stays bare afterwards.

For an initially bare surface the rate is $\max(D-R_0,0)$. It vanishes for $D\le R_0$. For $D>R_0$ growth starts at once, and (4) with $u_0=1>\rho$ describes it. ∎

At $D=R_0$ the bare surface is marginal: it stays bare if undisturbed, but any seed film satisfies (3) and grows.

## Remark 1: what runaway means

For $u_0>\rho$, take the growing exponential out of the logarithm in (4):

$$h(t)=Dt+\lambda\ln(u_0-\rho)+\lambda\ln\left[1+\frac{\rho}{u_0-\rho}e^{-Dt/\lambda}\right]. \qquad (8)$$

The last term vanishes at late times. Runaway is therefore not an explosion. The departure from $h^*$ is exponential while the deviation is small, but the growth rate can never exceed $D$, and the film ends by thickening linearly at that rate.

Close to the threshold the film is slow to decide. Let $h_0=h^*-\varepsilon$ with $0<\varepsilon\ll\lambda$. Then $u_0=\rho e^{-\varepsilon/\lambda}$, so $\rho-u_0\approx\rho\varepsilon/\lambda$, and (7) becomes

$$t_c\approx\frac{\lambda}{D}\ln\left[\left(1-\frac1\rho\right)\frac{\lambda}{\varepsilon}\right].$$

The time grows without limit as $\varepsilon\to0$, though only logarithmically. A short simulation started near $h^*$ can therefore look steady.

In the opposite limit of weak attenuation, $\lambda\to\infty$ at fixed $h_0$ and $D<R_0$, we have $u_0\approx1+h_0/\lambda$. The logarithm in (7) tends to $h_0/[\lambda(\rho-1)]$, and $t_c\to h_0/(R_0-D)$. This is the time to remove a film at the constant net rate $R_0-D$, as it must be when the film shields nothing.

## Remark 2: a time integrator can also be misled

Apply the backward Euler method with step $\Delta t$ to the linearized equation $d\delta/dt=(D/\lambda)\delta$. One step gives $\delta_{n+1}=\delta_n+(D\Delta t/\lambda)\delta_{n+1}$, so

$$\delta_{n+1}=\frac{\delta_n}{1-D\Delta t/\lambda}.$$

If $\Delta t>2\lambda/D$, the denominator is below $-1$ and the deviation shrinks in magnitude. Near $h^*$ the method then converges to a state that the true film leaves, provided that each implicit step is solved for the root close to the previous thickness. With the full equation (1) the same step also has a second, thicker root, and a solver that lands on it moves away from $h^*$. Near $h^*$ the step must be small compared with $\lambda/D$ for the numerical motion to follow the physical one. A clearing film needs a shorter step, because the local rate $(R_0/\lambda)e^{-h/\lambda}$ rises to $R_0/\lambda$ as $h\to0$. The implicit step reads $x+R_0\Delta t\,e^{-x/\lambda}=h_n+D\Delta t$, and the minimum of its left side is $\lambda[1+\ln(R_0\Delta t/\lambda)]$. If $h_n+D\Delta t$ falls below this value, the step has no root at all. To follow a film until it clears, the step must be small compared with $\lambda/R_0$.

## Example: two films on one surface

Take round model parameters for a surface A: $\lambda=1.50$ nm, $D=0.50$ nm/s and $R_{0A}=2.00$ nm/s. Then $\rho=4.00$ and

$$h^*=1.50\ln4.00=2.08\ \text{nm}\quad(39.3\ \text{bohr}).$$

Bisection on the fate of numerically integrated films, which makes no use of (2), gives the same threshold. The departure rate is $D/\lambda=0.50/1.50=0.333$ s$^{-1}$. By Remark 2, a backward Euler calculation started near $h^*$ with steps longer than $2/0.333=6.0$ s would be drawn to the unstable root if each step is solved for the root close to the previous thickness.

A film of 1.90 nm lies below the threshold. Here $u_0=e^{1.90/1.50}=3.549$, and (7) gives

$$t_c=\frac{1.50}{0.50}\ln\frac{4.00-1}{4.00-3.549}=5.68\ \text{s}.$$

After 3 s the film is still 1.53 nm thick. It has lost 0.37 nm in the first 3 s and loses the rest in the next 2.7 s, because removal strengthens as the film thins.

A film of 2.30 nm lies above the threshold, with $u_0=4.634$. It reaches 4.62 nm after 10 s and 14.32 nm after 30 s. The late form of (8) gives $0.50\times30+1.50\ln0.634=15.00-0.68=14.32$ nm, so by then growth is linear to the digits shown. An initial difference of 0.40 nm has decided between a bare surface and a buried one.

The threshold can also be read as a limit on deposition. For a seed film of 1.00 nm, (3) gives a critical rate of $2.00\,e^{-1.00/1.50}=1.03$ nm/s, about half the 2.00 nm/s that a bare surface withstands. Within this model the process history therefore matters: conditions that keep a clean surface clean need not clean a coated one. A real process may also remove film at its outer surface, at a rate that does not weaken with thickness. If that rate exceeds $D$, every film clears and there is no threshold.

## Proposition: selectivity from a self-limited loss

Let two initially bare surfaces A and B receive the same deposition, with bare removal rates that satisfy

$$R_{0B}<D<R_{0A}. \qquad (9)$$

Let the substrates etch at rates $E_A$ and $E_B$ when bare, and let a film on B attenuate its etching by the same factor $e^{-h/\lambda}$ as the removal of the film. Then A stays bare and etches to the depth $E_At$. B is buried, and its etched depth is

$$L(t)=\frac{E_B}{R_{0B}}\left[Dt-h(t)\right],\qquad L_\infty=-\frac{E_B\lambda}{R_{0B}}\ln\left(1-\frac{R_{0B}}{D}\right). \qquad (10)$$

*Proof.* The fates of A and B follow from Theorem 1(b). On B, equation (1) rearranges to $e^{-h/\lambda}=(D-dh/dt)/R_{0B}$. Hence, with $h(0)=0$,

$$L(t)=\int_0^tE_Be^{-h(t')/\lambda}dt'=\frac{E_B}{R_{0B}}\int_0^t\left(D-\frac{dh}{dt'}\right)dt'=\frac{E_B}{R_{0B}}\left[Dt-h(t)\right].$$

At late times (8) with $u_0=1$ gives $Dt-h\to-\lambda\ln(1-R_{0B}/D)$, which yields $L_\infty$. ∎

The bracket in (10) is the film thickness deposited but not retained, so the substrate loss is proportional to the film material removed. For $R_{0B}\ll D$, the expansion $-\ln(1-x)\approx x$ gives $L_\infty\approx E_B\lambda/D$: etching lasts for about the time $\lambda/D$ in which the film grows by one attenuation length. As $R_{0B}\to D$ from below, the loss diverges logarithmically, because the film starts ever more slowly.

If etching has a different attenuation length $\lambda_e$, the identity (10) fails. The loss is still finite, since $h$ finally grows linearly and $\int e^{-h/\lambda_e}dt$ converges.

**Numbers.** Let $R_{0B}=0.30$ nm/s, $E_A=3.00$ nm/s and $E_B=1.00$ nm/s, with $\lambda$ and $D$ as before. Condition (9) reads $0.30<0.50<2.00$. After 60 s the film on B is 28.626 nm thick (the extra digit is kept for the subtraction), and

$$L=\frac{1.00}{0.30}(0.50\times60-28.626)=4.58\ \text{nm}.$$

The limit is $-(1.00\times1.50/0.30)\ln(1-0.60)=4.58$ nm, so etching of B has in effect stopped. Of this depth, 3.33 nm was lost in the first 5 s. Surface A has etched by $3.00\times60=180$ nm. The depth ratio is 39.3, whereas the ratio of bare etch rates is 3.0. Once B has stopped, the ratio rises in proportion to the process time, so in this model it is not a property of the two surfaces alone. This rests on the unlimited growth of the film on B. If a process instead holds that film at a stable thickness $h_s$, as in Theorem 2 below, B keeps etching at the rate $E_Be^{-h_s/\lambda}$ and the ratio tends to a constant.

Bareness at the start is essential. If A carried the 2.30 nm film of the previous example, it too would be buried, although (9) holds.

## Theorem 2: a removal law with a stable film

Keep assumptions 1, 2 and 4, but replace assumption 3. Let the ion energy flux fall as $e^{-z/\lambda}$ inside the film, and let removal be proportional to the energy deposited in the film, with the rate $R_m>0$ for a very thick one. If $D<R_m$, every initial film tends to

$$h_s=-\lambda\ln\left(1-\frac{D}{R_m}\right), \qquad (11)$$

with the relaxation rate $(R_m-D)/\lambda$. If $D\ge R_m$, every film grows without limit.

*Proof.* The energy lost between $z$ and $z+dz$ is the fraction $e^{-z/\lambda}dz/\lambda$ of the incident energy. The film therefore receives

$$\int_0^h e^{-z/\lambda}\frac{dz}{\lambda}=1-e^{-h/\lambda},$$

and the balance is

$$\frac{dh}{dt}=D-R_m\left(1-e^{-h/\lambda}\right)=(D-R_m)+R_me^{-h/\lambda}. \qquad (12)$$

At $h=0$ the rate is $D>0$, so no separate rule for a bare surface is needed. This is Lemma 2 with $G=D-R_m$ and $B=R_m$.

For $D<R_m$, set $u_s=-B/G=R_m/(R_m-D)$. Then

$$u(t)=u_s+(u_0-u_s)e^{-(R_m-D)t/\lambda}.$$

The exponential decays, so $u\to u_s$ from either side, and $\lambda\ln u_s$ is (11). Near $u_s$ a thickness deviation is proportional to the deviation of $u$, so it decays at the same rate.

For $D=R_m$, Lemma 2 gives $h=\lambda\ln(u_0+R_mt/\lambda)$, which is unbounded. For $D>R_m$, both terms on the right of (12) are positive, so $dh/dt>D-R_m>0$. As $h$ grows, the exponential vanishes and the rate tends to $D-R_m$. ∎

Here a thicker film intercepts more energy and is removed faster, until it stops nearly all the ions. This saturation is what permits runaway. For $D\ll R_m$ the stable thickness is about $\lambda D/R_m$; as $D\to R_m$ it diverges and the relaxation rate goes to zero.

With $R_m=2.00$ nm/s and the earlier $D$ and $\lambda$,

$$h_s=-1.50\ln(1-0.25)=0.43\ \text{nm}\quad(8.2\ \text{bohr}),$$

and the relaxation rate is $(2.00-0.50)/1.50=1.0$ s$^{-1}$. So thin a film spans few atomic layers, and the assumption of a continuous film is then at the edge of its validity. At $D=R_m$, an initially bare surface carries $1.50\ln(1+2.00\times60/1.50)=6.59$ nm after 60 s. At $D=2.20$ nm/s the late growth rate is $2.20-2.00=0.20$ nm/s.

## Remark 3: both mechanisms together

If both kinds of removal act with the same $\lambda$, their rates add:

$$\frac{dh}{dt}=(D-R_m)+(R_m-R_0)e^{-h/\lambda}.$$

Let $R_0\ne R_m$. The total removal rate then runs monotonically from $R_0$ on a bare surface to $R_m$ under a thick film, and a positive steady thickness needs $D$ strictly between these two values. Lemma 1 then gives two cases:

- $R_0<D<R_m$: removal rises with thickness, and the steady film is stable.
- $R_m<D<R_0$: removal falls with thickness, and the steady value is an unstable threshold.

If $D$ is below both rates the film clears, and if it is above both the film grows without limit.

## Remark 4: where the results fail

The instability does not depend on the exponential form. Lemma 1 gives it for any smooth removal rate with a negative slope at the balance point; the exponential fixes where the threshold lies and how fast the film leaves it. The formulas themselves fail if the film forms islands, since one thickness no longer describes it, or if $D$, $R_0$ or $\lambda$ changes during the process. In the latter case (1) can still be integrated with time-dependent coefficients, but (4) and (7) no longer hold. The values behind the examples are listed in the numerical output below.

## Table of computed values

```
Attenuation length: 1.50 nm
Deposition rate: 0.50 nm/s
Bare removal rate, surface A: 2.00 nm/s
Bare removal rate, surface B: 0.30 nm/s
Bare etch rate, surface A: 3.00 nm/s
Bare etch rate, surface B: 1.00 nm/s
Ratio R0/D, surface A: 4.00
Threshold thickness on A, formula: 2.0794 nm
Threshold thickness on A, bisection: 2.0794 nm
Threshold thickness on A: 39.30 bohr
Departure rate D/lam, formula: 0.3333 1/s
Departure rate, integration: 0.3333 1/s
Seed film for critical deposition: 1.00 nm
Critical deposition rate, formula: 1.0268 nm/s
Critical deposition rate, bisection: 1.0268 nm/s
Thin initial film on A: 1.90 nm
Its thickness after 3 s: 1.5305 nm
Its clearing time, formula: 5.6847 s
Its clearing time, integration: 5.6847 s
Thick initial film on A: 2.30 nm
Its thickness after 10 s: 4.6202 nm
Its thickness after 30 s: 14.3159 nm
Its late offset h - D*t: -0.6845 nm
Process time: 60.0 s
Film on B after process: 28.6256 nm
Etched depth of B after 5 s: 3.3342 nm
Etched depth of B after process: 4.5815 nm
Limiting etched depth of B, formula: 4.5815 nm
Etched depth of A after process: 180.0 nm
Depth ratio A:B after process: 39.29
Ratio of bare etch rates A:B: 3.00
Contrast model, thick-film removal rate: 2.00 nm/s
Contrast model, stable thickness: 0.4315 nm
Contrast model, stable thickness: 8.155 bohr
Contrast model, relaxation rate formula: 1.0000 1/s
Contrast model, relaxation rate integrated: 1.0000 1/s
Contrast model, D = Rm, film after process: 6.5917 nm
Contrast model, higher deposition rate: 2.20 nm/s
Its late growth rate, integration: 0.2000 nm/s
```
